# Same-Spin and Opposite-Spin Terms in Second-Order Magnetic Anisotropy: test program

```python
"""Second-order magnetic anisotropy from spin-orbit coupling V = xi L.S.

Result under test, with K = E(spin axis x) - E(spin axis z):
  same spin:     K = +(xi^2/4) sum (|<o|Lz|u>|^2 - |<o|Lx|u>|^2)/(e_u - e_o)
  opposite spin: the same summand with the sign reversed.
o, u: occupied and empty orbitals; e: their energies; xi: coupling energy;
L: dimensionless orbital angular momentum; S = sigma/2; n: spin axis.
The formulas are compared with energies from exact diagonalization.
All energies are in eV.
"""
import numpy as np
import sympy as sp
from scipy import constants

# Angular momentum in the real d basis, from the ladder operators.
names = ["xy", "yz", "z2", "xz", "x2-y2"]
m_values = np.arange(-2, 3)
raising = np.zeros((5, 5), complex)
for col, m in enumerate(m_values[:-1]):
    raising[col + 1, col] = np.sqrt(6 - m * (m + 1))
L_spherical = [(raising + raising.conj().T) / 2,
               (raising - raising.conj().T) / 2j,
               np.diag(m_values).astype(complex)]
r = 1 / np.sqrt(2)
to_real = np.array([[1j * r, 0, 0, 0, -1j * r],
                    [0, 1j * r, 0, 1j * r, 0],
                    [0, 0, 1, 0, 0],
                    [0, r, 0, -r, 0],
                    [r, 0, 0, 0, r]]).T
L = np.array([to_real.conj().T @ op @ to_real for op in L_spherical])
assert np.max(np.abs(L.real)) < 1e-12

# Independent check: -i r x grad acting on the d polynomials.
x, y, z = sp.symbols("x y z", real=True)
polynomials = [x * y, y * z, (2 * z**2 - x**2 - y**2) / (2 * sp.sqrt(3)),
               x * z, (x**2 - y**2) / 2]
rotations = [lambda f: y * sp.diff(f, z) - z * sp.diff(f, y),
             lambda f: z * sp.diff(f, x) - x * sp.diff(f, z),
             lambda f: x * sp.diff(f, y) - y * sp.diff(f, x)]
rng = np.random.default_rng(7)
points = rng.normal(size=(8, 3))
evaluate_basis = sp.lambdify((x, y, z), polynomials)
for i in range(3):
    evaluate_rotated = sp.lambdify((x, y, z),
                                   [rotations[i](p) for p in polynomials])
    for point in points:
        direct = -1j * np.array(evaluate_rotated(*point), dtype=complex)
        expanded = np.array(evaluate_basis(*point), dtype=complex) @ L[i]
        assert np.allclose(direct, expanded, atol=1e-11)

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
spin_orbit = sum(np.kron(pauli[i] / 2, L[i]) for i in range(3))
axis_x, axis_z = np.array([1., 0, 0]), np.array([0, 0, 1.])


def exact_energy(h_up, h_down, n, xi, electrons, channel="full"):
    """Sum of the lowest eigenvalues with all or part of the coupling."""
    sigma_n = np.tensordot(n, pauli, axes=1)
    p_up, p_down = (np.eye(2) + sigma_n) / 2, (np.eye(2) - sigma_n) / 2
    big_up, big_down = np.kron(p_up, np.eye(5)), np.kron(p_down, np.eye(5))
    conserving = (big_up @ spin_orbit @ big_up
                  + big_down @ spin_orbit @ big_down)
    coupling = {"full": spin_orbit, "same": conserving,
                "flip": spin_orbit - conserving}[channel]
    h = np.kron(p_up, h_up) + np.kron(p_down, h_down) + xi * coupling
    return np.linalg.eigvalsh(h)[:electrons].sum()


def exact_coefficient(h_up, h_down, n, electrons, channel="full"):
    """Coefficient of xi^2, by extrapolated central differences."""
    def estimate(step):
        e = [exact_energy(h_up, h_down, n, s, electrons, channel)
             for s in (step, 0.0, -step)]
        return (e[0] - 2 * e[1] + e[2]) / (2 * step**2)
    return (4 * estimate(0.005) - estimate(0.01)) / 3


def response_tensors(h_up, h_down, electrons):
    """Sums of L_i* L_j / gap for same-spin and opposite-spin pairs."""
    solved = [np.linalg.eigh(h_up), np.linalg.eigh(h_down)]
    levels = np.sort(np.concatenate([s[0] for s in solved]))
    fermi = (levels[electrons - 1] + levels[electrons]) / 2
    tensors = {"same": np.zeros((3, 3)), "flip": np.zeros((3, 3))}
    for s, (e_occ, v_occ) in enumerate(solved):
        for t, (e_emp, v_emp) in enumerate(solved):
            for o in np.flatnonzero(e_occ < fermi):
                for u in np.flatnonzero(e_emp > fermi):
                    element = np.array([v_occ[:, o].conj() @ op @ v_emp[:, u]
                                        for op in L])
                    term = np.outer(element.conj(), element).real
                    key = "same" if s == t else "flip"
                    tensors[key] += term / (e_emp[u] - e_occ[o])
    return tensors


def formula_coefficient(tensors, n, channel):
    along = n @ tensors[channel] @ n
    if channel == "same":
        return -along / 4
    return -(np.trace(tensors[channel]) - along) / 4


def random_real_hamiltonian(levels):
    q, _ = np.linalg.qr(rng.normal(size=(5, 5)))
    return q @ np.diag(levels) @ q.T


# Different up and down orbitals, no symmetry, several spin axes.
h_up = random_real_hamiltonian([-3.0, -2.6, -1.9, -1.2, 0.8])
h_down = random_real_hamiltonian([-1.5, -0.7, 0.6, 1.1, 1.9])
axes = [axis_x, axis_z] + [v / np.linalg.norm(v)
                           for v in rng.normal(size=(3, 3))]
tensors = response_tensors(h_up, h_down, 6)
worst_general = 0.0
for n in axes:
    formula = {c: formula_coefficient(tensors, n, c) for c in ("same", "flip")}
    formula["full"] = formula["same"] + formula["flip"]
    for channel, value in formula.items():
        error = abs(exact_coefficient(h_up, h_down, n, 6, channel) - value)
        worst_general = max(worst_general, error)
    slope = (exact_energy(h_up, h_down, n, 1e-4, 6)
             - exact_energy(h_up, h_down, n, -1e-4, 6)) / 2e-4
    assert abs(slope) < 1e-6
assert worst_general < 1e-5

# Complex Bloch orbitals: agreement needs the pair k, -k.
hop_up, hop_down = 0.04 * rng.normal(size=(2, 5, 5))
bloch = []
for k in (0.9, -0.9):
    phase = np.exp(1j * k)
    bloch.append((h_up + hop_up * phase + hop_up.T / phase,
                  h_down + hop_down * phase + hop_down.T / phase))
pair_error, single_error = 0.0, 0.0
bloch_tensors = [response_tensors(a, b, 6) for a, b in bloch]
for n in axes:
    differences = []
    for (a, b), t in zip(bloch, bloch_tensors):
        differences.append(exact_coefficient(a, b, n, 6, "flip")
                           - formula_coefficient(t, n, "flip"))
    pair_error = max(pair_error, abs(np.mean(differences)))
    single_error = max(single_error, abs(differences[0]))
assert pair_error < 1e-5
assert single_error > 1e-3

# Without exchange the two channels cancel, each being nonzero.
nonmagnetic = {c: exact_coefficient(h_up, h_up, axis_x, 8, c)
               - exact_coefficient(h_up, h_up, axis_z, 8, c)
               for c in ("same", "flip")}
assert abs(nonmagnetic["same"]) > 1e-2
assert abs(nonmagnetic["same"] + nonmagnetic["flip"]) < 1e-5

# Worked example: one interface site in a fourfold field.
site_levels = {"xy": 0.5, "yz": 0.0, "z2": 1.3, "xz": 0.0, "x2-y2": 0.9}
exchange, xi, cell_side = 2.0, 0.05, 3.0
site_up = np.diag([site_levels[name] for name in names])
site_down = site_up + exchange * np.eye(5)
print("INPUTS")
for name in names:
    print(f"majority level {name}: {site_levels[name]:.2f} eV")
print(f"exchange splitting: {exchange:.2f} eV")
print(f"spin-orbit parameter xi: {xi:.3f} eV")
print(f"square cell side: {cell_side:.2f} angstrom")

print("ORBITAL PAIRS, 8 electrons (contributions to K)")
pair_sum = {"same": 0.0, "flip": 0.0}
for occ, emp in (("xy", "x2-y2"), ("yz", "z2"), ("yz", "x2-y2")):
    i, j = names.index(occ), names.index(emp)
    lz2, lx2 = abs(L[2][i, j])**2, abs(L[0][i, j])**2
    gap = site_levels[emp] - site_levels[occ]
    same = xi**2 / 4 * (lz2 - lx2) / gap
    flip = -xi**2 / 4 * (lz2 - lx2) / (gap + exchange)
    pair_sum["same"] += same
    pair_sum["flip"] += flip
    print(f"{occ} -> {emp}: |Lz|^2 = {lz2:.2f}, |Lx|^2 = {lx2:.2f}")
    print(f"  gaps: same {gap:.2f} eV, opposite {gap + exchange:.2f} eV")
    print(f"  K: same {same:+.6f} eV, opposite {flip:+.6f} eV")

print("FILLINGS: K = E(x) - E(z), in eV per site")
print("N   same-spin   opposite    sum         exact diag.")
results = {}
diagonal = (axis_x + axis_z) / np.sqrt(2)
for electrons in (5, 7, 8, 9):
    t = response_tensors(site_up, site_down, electrons)
    k = {}
    for channel in ("same", "flip"):
        k[channel] = (formula_coefficient(t, axis_x, channel)
                      - formula_coefficient(t, axis_z, channel))
        measured = (exact_coefficient(site_up, site_down, axis_x,
                                      electrons, channel)
                    - exact_coefficient(site_up, site_down, axis_z,
                                        electrons, channel))
        assert abs(measured - k[channel]) < 1e-5
    total = k["same"] + k["flip"]
    # The uniaxial sin^2 law puts the 45 degree energy halfway.
    halfway = (exact_coefficient(site_up, site_down, diagonal, electrons)
               - exact_coefficient(site_up, site_down, axis_z, electrons))
    assert abs(halfway - total / 2) < 1e-5
    exact = (exact_energy(site_up, site_down, axis_x, xi, electrons)
             - exact_energy(site_up, site_down, axis_z, xi, electrons))
    results[electrons] = (k["same"] * xi**2, k["flip"] * xi**2,
                          total * xi**2, exact)
    print(f"{electrons}   " + "   ".join(f"{v:+.6f}"
                                         for v in results[electrons]))
assert abs(results[5][0]) < 1e-12
assert results[7][0] < 0 and results[7][1] < 0
assert results[8][0] > 0 and results[8][1] < 0
assert results[9][0] < 0 and results[9][1] > 0
assert abs(pair_sum["same"] - results[8][0]) < 1e-12
assert abs(pair_sum["flip"] - results[8][1]) < 1e-12

print("RANGE OF VALIDITY, 8 electrons")
ratios = []
for strength in (0.025, 0.05, 0.10, 0.20, 0.40):
    exact = (exact_energy(site_up, site_down, axis_x, strength, 8)
             - exact_energy(site_up, site_down, axis_z, strength, 8))
    second = results[8][2] * (strength / xi)**2
    ratios.append(exact / second)
    print(f"xi = {strength:.3f} eV: second order {second:+.6f} eV, "
          f"exact {exact:+.6f} eV, ratio {ratios[-1]:.4f}")
assert abs(ratios[0] - 1) < abs(ratios[1] - 1) < abs(ratios[-1] - 1)

areal = results[8][2] / cell_side**2
areal_si = areal * constants.e / constants.angstrom**2
print("MAIN RESULT, 8 electrons, second order")
print(f"K per area: {areal:.6f} eV/angstrom^2 = {areal_si:.5f} J/m^2")
print("TESTS (energy coefficients of xi^2, in 1/eV)")
print(f"largest error, general orbitals and axes: {worst_general:.1e}")
print(f"largest flip error, k and -k averaged: {pair_error:.1e}")
print(f"largest flip error, single k: {single_error:.1e}")
print(f"no exchange: same {nonmagnetic['same']:+.5f}, "
      f"opposite {nonmagnetic['flip']:+.5f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS
majority level xy: 0.50 eV
majority level yz: 0.00 eV
majority level z2: 1.30 eV
majority level xz: 0.00 eV
majority level x2-y2: 0.90 eV
exchange splitting: 2.00 eV
spin-orbit parameter xi: 0.050 eV
square cell side: 3.00 angstrom
ORBITAL PAIRS, 8 electrons (contributions to K)
xy -> x2-y2: |Lz|^2 = 4.00, |Lx|^2 = 0.00
  gaps: same 0.40 eV, opposite 2.40 eV
  K: same +0.006250 eV, opposite -0.001042 eV
yz -> z2: |Lz|^2 = 0.00, |Lx|^2 = 3.00
  gaps: same 1.30 eV, opposite 3.30 eV
  K: same -0.001442 eV, opposite +0.000568 eV
yz -> x2-y2: |Lz|^2 = 0.00, |Lx|^2 = 1.00
  gaps: same 0.90 eV, opposite 2.90 eV
  K: same -0.000694 eV, opposite +0.000216 eV
FILLINGS: K = E(x) - E(z), in eV per site
N   same-spin   opposite    sum         exact diag.
5   +0.000000   +0.001468   +0.001468   +0.001549
7   -0.003387   -0.001570   -0.004957   -0.004812
8   +0.004113   -0.000258   +0.003855   +0.003703
9   -0.001442   +0.000568   -0.000874   -0.000860
RANGE OF VALIDITY, 8 electrons
xi = 0.025 eV: second order +0.000964 eV, exact +0.000950 eV, ratio 0.9856
xi = 0.050 eV: second order +0.003855 eV, exact +0.003703 eV, ratio 0.9604
xi = 0.100 eV: second order +0.015421 eV, exact +0.013657 eV, ratio 0.8856
xi = 0.200 eV: second order +0.061684 eV, exact +0.043233 eV, ratio 0.7009
xi = 0.400 eV: second order +0.246738 eV, exact +0.101498 eV, ratio 0.4114
MAIN RESULT, 8 electrons, second order
K per area: 0.000428 eV/angstrom^2 = 0.00686 J/m^2
TESTS (energy coefficients of xi^2, in 1/eV)
largest error, general orbitals and axes: 3.6e-10
largest flip error, k and -k averaged: 2.3e-10
largest flip error, single k: 2.2e-02
no exchange: same +0.11941, opposite -0.11941
ALL CHECKS PASSED
```
